# Bloch–Siegert Hamiltonian and ground-state photons of the quantum Rabi model, part 2

A two-level system with transition energy $\omega_0$ is coupled to one field mode of energy $\omega$ by the quantum Rabi Hamiltonian

$$H=\omega a^\dagger a+\frac{\omega_0}{2}\sigma_z+g\,\sigma_x(a+a^\dagger).\tag{1}$$

Here $\hbar=1$, so $\omega$, $\omega_0$ and the real coupling $g$ are energies; $\omega,\omega_0>0$ are fixed and $g\to0$. The states $|\mathrm g,n\rangle$ and $|\mathrm e,n\rangle$ have $n$ photons and the two-level system in its lower or upper state, with $\sigma_+=|\mathrm e\rangle\langle\mathrm g|$ and $\sigma_-=|\mathrm g\rangle\langle\mathrm e|$. Changing the sign of $g$ is a unitary transformation:

$$\sigma_zH(g)\sigma_z=H(-g).\tag{2}$$

The ground-state energy $E_0$ and photon number are therefore even in $g$. Write $H=H_0+V_r+V_c$, with

$$H_0=\omega a^\dagger a+\frac{\omega_0}{2}\sigma_z,\tag{5}$$

$$V_r=g(a\sigma_++a^\dagger\sigma_-),\qquad V_c=g(a\sigma_-+a^\dagger\sigma_+).\tag{6}$$

$V_r$ conserves the excitation number $\mathcal N=a^\dagger a+\sigma_+\sigma_-$; $V_c$ changes it by $\pm2$. With

$$D=\omega+\omega_0 ,\tag{4}$$

$$\Lambda=\frac gD,\qquad \mu=g\Lambda=\frac{g^2}{D},\qquad \xi=\frac{\mu}{2\omega},\tag{7}$$

$$S_1=\Lambda(a^\dagger\sigma_+-a\sigma_-),\qquad S_2=\xi\sigma_z(a^{\dagger2}-a^2),\tag{8}$$

part (a) of the theorem, already proved, states

$$e^{S_2}e^{S_1}He^{-S_1}e^{-S_2}=H_{\rm BS}+R,\tag{9}$$

$$H_{\rm BS}=(\omega+\mu\sigma_z)a^\dagger a+\frac{\omega_0+\mu}{2}\sigma_z-\frac{\mu}{2}+g(a\sigma_++a^\dagger\sigma_-),\tag{10}$$

where $R$ is $O(g^3)$ between fixed number states. The proof used

$$e^SXe^{-S}=X+[S,X]+\frac12[S,[S,X]]+\cdots ,\tag{13}$$

$$[S_1,H_0]=-V_c .\tag{14}$$

By Lemma 5, $|\mathrm g,0\rangle$ is an eigenstate of $H_{\rm BS}$ with energy $-\omega_0/2-\mu$. For $n\ge1$ the other levels, from the pairs $|\mathrm e,n-1\rangle$, $|\mathrm g,n\rangle$, are

$$E_\pm(n)=\left(n-\frac12\right)\omega-\mu\pm\frac12\sqrt{(\omega_0-\omega+2n\mu)^2+4g^2n}.\tag{21}$$

Remark 3 noted that $S_2$ makes two-photon amplitudes of size $\xi n$ for large $n$, which must be small.

Parts (b) and (c), still to be proved, concern the Rabi ground state $|G\rangle$ and the original photon number $a^\dagger a$:

$$E_0=-\frac{\omega_0}{2}-\frac{g^2}{\omega+\omega_0}+O(g^4),\tag{11}$$

$$\langle G|a^\dagger a|G\rangle=\frac{g^2}{(\omega+\omega_0)^2}+O(g^4).\tag{12}$$

### Proof of parts (b) and (c)

At $g=0$ the state $|\mathrm g,0\rangle$ is separated from the next level by the smaller of $\omega$ and $\omega_0$. It therefore remains the lowest state for sufficiently small $g$. In the transformed frame the perturbation $R$ changes it by a vector of order $g^3$. The energy change is also at most of order $g^3$; since the energy is even in $g$, that change is in fact $O(g^4)$. This proves (11).

To return to the original frame, apply the inverse transformations:

$$|G\rangle=e^{-S_1}e^{-S_2}|\mathrm g,0\rangle+O(g^3).\tag{22}$$

The generators act as follows:

$$S_1|\mathrm g,0\rangle=\Lambda|\mathrm e,1\rangle,\qquad S_1|\mathrm e,1\rangle=-\Lambda|\mathrm g,0\rangle,$$

$$S_2|\mathrm g,0\rangle=-\sqrt2\,\xi|\mathrm g,2\rangle .$$

The minus sign in the last expression comes from $\sigma_z|\mathrm g\rangle=-|\mathrm g\rangle$, and $\sqrt2$ from $a^{\dagger2}|0\rangle=\sqrt2|2\rangle$. Expanding (22) through second order gives

$$|G\rangle=\left(1-\frac{\Lambda^2}{2}\right)|\mathrm g,0\rangle-\Lambda|\mathrm e,1\rangle+\sqrt2\,\xi|\mathrm g,2\rangle+O(g^3).\tag{23}$$

The one-photon component contributes $\Lambda^2$ to the photon number. The two-photon component contributes $2(\sqrt2\xi)^2=4\xi^2=O(g^4)$. The correction of order $g^3$ to the one-photon amplitude also first contributes at order $g^4$, through its product with $-\Lambda$. This proves (12). ∎

At leading order the probability of finding the two-level system excited is also $\Lambda^2$, because the same component $|\mathrm e,1\rangle$ supplies both quantities.

### Remark 4: what the photon number means

In the transformed frame the leading ground state is $|\mathrm g,0\rangle$, with no dressed photon. In the original variables the same state has the photon number $\Lambda^2$. There is no contradiction, because the two number operators are different.

The state $|G\rangle$ is stationary and has the lowest energy of the model. It has no lower state into which it could decay by emitting a photon. The number $\Lambda^2$ measures a component of a bound state and is not an emission rate.

### Lemma 6: the next order, by a separate route

The next terms in the ground-state energy and photon number are

$$E_0=-\frac{\omega_0}{2}-\frac{g^2}{D}-\frac{g^4\omega_0}{\omega D^3}+O(g^6),\tag{24}$$

$$\langle a^\dagger a\rangle=\frac{g^2}{D^2}+\frac{g^4\omega_0(4\omega+\omega_0)}{\omega^2D^4}+O(g^6).\tag{25}$$

**Proof.** The full interaction changes the photon number by one and flips the two-level system. Starting from $|\mathrm g,0\rangle$, it reaches the chain

$$|\mathrm g,0\rangle,\ |\mathrm e,1\rangle,\ |\mathrm g,2\rangle,\ |\mathrm e,3\rangle,\ldots$$

Measured from $-\omega_0/2$, the first three unperturbed energies are $0$, $D$ and $2\omega$. The first two couplings are $g$ and $\sqrt2g$. Let $\varepsilon=E_0+\omega_0/2$, and let $c_0,c_1,c_2$ be the first three amplitudes. The eigenvalue equations begin

$$\varepsilon c_0=gc_1,\qquad (\varepsilon-D)c_1=gc_0+\sqrt2gc_2,$$

$$(\varepsilon-2\omega)c_2=\sqrt2gc_1+O(g)c_3 .$$

Since $c_3$ is smaller than $c_2$ by a factor of order $g$, the third equation gives $c_2=\sqrt2gc_1[1+O(g^2)]/(\varepsilon-2\omega)$. Insert this in the second equation and then use the first:

$$\varepsilon=\frac{g^2}{\varepsilon-D-2g^2/(\varepsilon-2\omega)+O(g^4)} .$$

At lowest order $\varepsilon=-g^2/D$. In the denominator it is therefore enough to set $\varepsilon=-g^2/D$ in the first place and $\varepsilon=0$ inside the fraction:

$$\varepsilon=\frac{g^2}{-D-g^2/D+g^2/\omega+O(g^4)}
=-\frac{g^2}{D}\left[1-\frac{g^2}{D^2}+\frac{g^2}{\omega D}\right]+O(g^6).$$

The two fourth-order terms combine as

$$\frac{g^4}{D^3}-\frac{g^4}{\omega D^2}=-\frac{g^4(D-\omega)}{\omega D^3}=-\frac{g^4\omega_0}{\omega D^3},$$

which proves (24).

For a normalized eigenstate, differentiating $E_0=\langle G|H|G\rangle$ with respect to $\omega$ leaves the explicit derivative of $H$. The derivatives of the state add up to $E_0$ times the derivative of $\langle G|G\rangle=1$, which is zero. Thus

$$\frac{\partial E_0}{\partial\omega}=\langle G|a^\dagger a|G\rangle .\tag{26}$$

The second-order term in (24) gives $g^2/D^2$. The fourth-order term gives

$$g^4\omega_0\left(\frac1{\omega^2D^3}+\frac3{\omega D^4}\right)=\frac{g^4\omega_0(D+3\omega)}{\omega^2D^4}.$$

Since $D+3\omega=4\omega+\omega_0$, this is (25). ∎

### Remark 5: two limiting cases

As $\omega_0\to0$, the fourth-order terms vanish and the formulas give $E_0=-g^2/\omega$ and $\langle a^\dagger a\rangle=g^2/\omega^2$. This agrees with completing the square at $\omega_0=0$:

$$H=\omega\left(a^\dagger+\frac{g\sigma_x}{\omega}\right)\left(a+\frac{g\sigma_x}{\omega}\right)-\frac{g^2}{\omega}.$$

For either eigenvalue of $\sigma_x$, the lowest state is a displaced vacuum with $g^2/\omega^2$ photons.

For $\omega_0\gg\omega$, the ratio of the second term in (25) to the first tends to $g^2/\omega^2$. For the photon number (12), a small value of $g/D$ is then not sufficient; $g/\omega$ must also be small. The energy (11) is less demanding: in (24) the ratio of the fourth-order term to the second-order term tends to $g^2/(\omega\omega_0)$. The two-photon component explains the condition: its contribution $4\xi^2=g^4/(\omega^2D^2)$ is $g^2/\omega^2$ times $\Lambda^2$.

### Remark 6: the shift away from resonance

Let $\Delta=|\omega-\omega_0|$ be fixed and nonzero, with $g\sqrt{n+1}\ll\Delta$ and $\xi(n+1)\ll1$. The second condition does not follow from the first when $\omega_0\gg\omega$: there $\xi\approx g^2/(2\omega\omega_0)$, and the two-photon admixture of Remark 3 can be large although $g/\Delta$ is small. Each low eigenstate is then close to one bare state, except in narrow windows of $\omega_0$ at multiphoton resonances. Near $\omega_0=3\omega$, for example, $|\mathrm e,0\rangle$ and $|\mathrm g,3\rangle$ have nearly equal energy and are linked by three successive couplings, so they mix fully within a window whose width is of order $g^3$. Such windows are excluded here. Compare the transition energy between the states close to $|\mathrm g,n\rangle$ and $|\mathrm e,n\rangle$ in two models: the full Rabi model, and the Jaynes–Cummings model $H_0+V_r$, in which $V_c$ is absent. The difference is $(2n+1)\mu$ at leading order.

The rotating coupling mixes neighbouring bare states and reduces this value slightly. With $p=g^2/\Delta^2$, the state $|\mathrm e,n\rangle$ contains $|\mathrm g,n+1\rangle$ with probability $(n+1)p$, and their diagonal shifts differ by $(2n+2)\mu$. The state $|\mathrm g,n\rangle$ contains $|\mathrm e,n-1\rangle$ with probability $np$, and there the shifts differ by $2n\mu$. This mixing lowers the difference by $2p[(n+1)^2+n^2]\mu$.

For $\omega=2.00$ eV, $\omega_0=1.40$ eV and $g=0.02$ eV, $p=(0.02/0.60)^2=0.0011$. The estimated reductions are $0.0022\mu$ for $n=0$ and $0.056\mu$ for $n=3$. Numerical diagonalization gives shifts of $0.9981\mu$ and $6.9539\mu$, hence reductions of $0.0019\mu$ and $0.046\mu$. The mixing estimate has the right sign and size but exceeds the numerical reductions by roughly a fifth of their value; $R$ also contributes at order $g^4$ and is not included in the estimate.

### Remark 7: resonance and the displaced anticrossing

On resonance, (21) for $n=1$ and the ground energy of Lemma 5 give

$$E_\pm(1)-E_0=\omega\pm\sqrt{g^2+\mu^2}.\tag{27}$$

The common shift $-\mu$ has cancelled. Since $\mu=g^2/(2\omega)$, the root is $g+g^3/(8\omega^2)+O(g^5)$. Its cubic term is of the order neglected in $H_{\rm BS}$, so $R$ must be consulted.

Carrying (13) one order further gives the third-order part of $R$ as $\tfrac12[S_1,T]+\tfrac13[S_1,[S_1,V_c]]+[S_2,V_r]$, with $T=[S_1,V_r]=\mu\sigma_z(a^2+a^{\dagger2})$. The factor $\tfrac13=\tfrac12-\tfrac16$ combines $\tfrac12[S_1,[S_1,V_c]]$ with $\tfrac16[S_1,[S_1,[S_1,H_0]]]=-\tfrac16[S_1,[S_1,V_c]]$. The last two terms change the excitation number by two. Since $S_1$ and $T$ each change it by $\pm2$, the first term changes it by $0$ or $\pm4$, and its conserving part is the only third-order term that links $|\mathrm g,1\rangle$ to $|\mathrm e,0\rangle$. In $\langle\mathrm e,0|[S_1,T]|\mathrm g,1\rangle$ the product $S_1T$ contributes nothing, because $T|\mathrm g,1\rangle$ is proportional to $|\mathrm g,3\rangle$. For the other product, $S_1|\mathrm g,1\rangle=\sqrt2\Lambda|\mathrm e,2\rangle$ and $\langle\mathrm e,0|T|\mathrm e,2\rangle=\sqrt2\mu$. Hence

$$\frac12\langle\mathrm e,0|[S_1,T]|\mathrm g,1\rangle=-\Lambda\mu=-g\Lambda^2 .\tag{28}$$

The coupling in this pair becomes $g(1-\Lambda^2)$. On resonance $\Lambda^2=g^2/(4\omega^2)$, and the half-splitting is

$$g-\frac{g^3}{4\omega^2}+\frac{g^3}{8\omega^2}+O(g^5)=g-\frac{g^3}{8\omega^2}+O(g^5).\tag{29}$$

By (2), corrections to the diagonal elements are even in $g$ and start at $g^4$; they affect (29) at order $g^5$. Thus $H_{\rm BS}$ alone gives the wrong sign for the cubic correction.

A second-order effect appears if $\omega_0$ is varied at fixed $\omega$. In (21) the $n=1$ gap is smallest when $\omega_0-\omega+2g^2/(\omega+\omega_0)=0$. Multiplication by $\omega+\omega_0$ gives

$$\omega_0=\sqrt{\omega^2-2g^2}=\omega-\frac{g^2}{\omega}+O(g^4).\tag{30}$$

The reduced coupling depends on $\omega_0$ through a term of order $g^3$. In the squared gap this is multiplied by $g$, so it moves the minimum at order $g^4$. The displacement in (30) is therefore correct at leading order.

### Worked example

Take the round parameters $\omega=\omega_0=2.00$ eV and $g=0.20$ eV. Then

$$\Lambda=\frac{0.20}{4.00}=0.050,\qquad \mu=\frac{0.20^2}{4.00}\ {\rm eV}=0.010\ {\rm eV},$$

or $\mu=80.7\ {\rm cm}^{-1}$. The ground energy from $H_{\rm BS}$ is $-1.00-0.01=-1.010000$ eV. Numerical diagonalization of the Rabi model gives $-1.010025$ eV; the fourth-order term in (24) accounts for the difference.

The photon number from (12) is $0.050^2=0.002500$. Equation (25) raises it to $0.002531$, equal to the numerical result at the printed precision. The amplitudes in (23) are $-0.0500$ for $|\mathrm e,1\rangle$ and $\sqrt2\times0.0025=0.0035$ for $|\mathrm g,2\rangle$; diagonalization gives $-0.0501$ and $0.0035$.

The numerical half-splitting of the first pair is $0.199745$ eV. Equation (29) gives $0.199750$ eV, while $H_{\rm BS}$ gives $0.200250$ eV, on the other side of $g$. The anticrossing lies at $\omega_0=1.9797$ eV numerically and at $1.9799$ eV from (30). The displacements from 2 eV, $0.0203$ and $0.0201$ eV, differ by about 1% of the displacement.

On resonance, (25) predicts that the photon number exceeds $\Lambda^2$ by the fraction $5g^2/(4\omega^2)$. The numerical excess is 1.3% at $g/\omega=0.1$, 5.1% at 0.2 and 35% at 0.5. The fourth-order estimate at 0.5 is 31%, so still higher orders are visible there. The numerical check checks the operator identities and these results by diagonalization in a truncated number basis.

## Computed results

```
EXAMPLE: resonant model
mode energy w = 2.00 eV
two-level energy w0 = 2.00 eV
coupling g = 0.20 eV, g/w = 0.10
lam = g/(w+w0) = 0.0500
shift mu = 0.01000 eV = 80.66 cm^-1
xi = mu/(2w) = 0.00250
ground energy, H_BS = -1.010000 eV
ground energy, exact = -1.010025 eV
photon number, lam^2 = 0.002500
photon number, next order = 0.002531
photon number, exact = 0.002531
excited population, exact = 0.002506
amplitude e,1: formula -0.05000, exact -0.05006
amplitude g,2: formula 0.00354, exact 0.00354
half-splitting, exact = 0.199745 eV
half-splitting, H_BS = 0.200250 eV
half-splitting, g-g^3/(8w^2) = 0.199750 eV
anticrossing w0, exact = 1.97970 eV
anticrossing w0, H_BS = 1.97990 eV
PHOTON NUMBER AT RESONANCE: g/w, lam^2, exact, exact/lam^2
0.05  0.000625  0.000627  1.0031
0.10  0.002500  0.002531  1.0126
0.20  0.010000  0.010511  1.0511
0.30  0.022500  0.025152  1.1179
0.50  0.062500  0.084639  1.3542
DETUNED TESTS: w = 2.00 eV, w0 = 1.40 eV
remainder order in g, with S2 = 3.000
remainder order in g, without S2 = 2.000
counter-rotating shift / mu at g = 0.02 eV:
  n = 0: exact 0.9981, formula 1
  n = 1: exact 2.9907, formula 3
  n = 2: exact 4.9760, formula 5
  n = 3: exact 6.9539, formula 7
fourth-order tests at g = 0.05 eV:
  energy remainder / formula = 1.0001
  photon remainder / formula = 1.0002
  dE0/dw = 0.00021642, photon number = 0.00021642
```
